\section*{Projecting the Anisotropy of Two Spin-1 Ions onto Total Spin Two}

\section{Problem}

Two identical magnetic ions, each with spin 1, form an isolated pair. They share one anisotropy axis, taken as $z$, and are coupled ferromagnetically:
\begin{equation}
H=-J\,\mathbf S_1\cdot\mathbf S_2+V,\qquad V=D\left(S_{1z}^2+S_{2z}^2\right),\qquad J>0 .
\label{eq:H}
\end{equation}
Spin operators are dimensionless. The energies $J$ and $D$ are divided by $k_B$ and given in kelvin. The total spin is $\mathbf S=\mathbf S_1+\mathbf S_2$, and $M$ is the eigenvalue of $S_z$. With this sign convention $D<0$ makes $z$ an easy axis.

When exchange is strong, the pair can be treated as a single spin with its own anisotropy parameter $D_{\rm eff}$, defined by a term $D_{\rm eff}S_z^2$ plus a constant.

\begin{enumerate}
\item Find the exchange energies for $V=0$ and identify the ground multiplet.
\item Project $V$ onto that multiplet. Show that the result has the form $D_{\rm eff}S_z^2+\text{constant}$, and find $D_{\rm eff}$.
\item For $D<0$, find the energy barrier between $M=2$ and $M=-2$ in the projected model. Compare it with the barrier $|D|$ of one ion.
\item Find which levels of the multiplet change when $J$ is finite, and by how much.
\item Evaluate the results for $D=-4$ K and $J=20$ K.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Square $\mathbf S_1+\mathbf S_2$ to express the exchange term through the total spin.
\item $V$ commutes with $S_z$. What does this say about its matrix between states of different $M$?
\item Start from $|1,1\rangle$, in which both ions have $m=1$, and apply $S_-=S_{1-}+S_{2-}$. For spin 1, $S_-|1\rangle=\sqrt2\,|0\rangle$ and $S_-|0\rangle=\sqrt2\,|{-1}\rangle$.
\item A straight line in $M^2$ has two free constants, while there are three different values of $|M|$. The third value is a genuine check.
\item For finite $J$, use the exchange of the two ion labels as a symmetry. Count the symmetric states at each $M$.
\end{enumerate}

\section{Solution}

\subsection{Exchange levels}

Since $\mathbf S^2=\mathbf S_1^2+\mathbf S_2^2+2\,\mathbf S_1\cdot\mathbf S_2$ and each $\mathbf S_i^2=2$,
\begin{equation}
\mathbf S_1\cdot\mathbf S_2=\tfrac12\left[S(S+1)-4\right]=1,\,-1,\,-2
\quad\text{for } S=2,\,1,\,0 .
\end{equation}
The exchange energies are therefore $-J$, $+J$ and $+2J$. For $J>0$ the quintet $S=2$ is lowest, with the triplet $2J$ and the singlet $3J$ above it. To first order in $V$, the splitting of the quintet is given by $PVP$, where $P$ projects onto $S=2$. This is a good effective Hamiltonian when $|D|\ll J$.

\subsection{The projected anisotropy}

Write $|m_1,m_2\rangle$ for the product states and $|S;M\rangle$ for the coupled ones. The top state is $|2;2\rangle=|1,1\rangle$. Lowering it gives
\begin{equation}
S_-|1,1\rangle=\sqrt2\left(|0,1\rangle+|1,0\rangle\right),
\end{equation}
and the general rule $S_-|S;M\rangle=\sqrt{S(S+1)-M(M-1)}\,|S;M-1\rangle$ gives $S_-|2;2\rangle=2|2;1\rangle$. Hence
\begin{equation}
|2;1\rangle=\frac{|1,0\rangle+|0,1\rangle}{\sqrt2}.
\end{equation}
Lowering once more,
\begin{equation}
S_-|2;1\rangle=|1,-1\rangle+2|0,0\rangle+|{-1},1\rangle .
\end{equation}
The factor 2 appears because $|0,0\rangle$ is reached from both terms. The left side equals $\sqrt6\,|2;0\rangle$, so
\begin{equation}
|2;0\rangle=\frac{|1,-1\rangle+2|0,0\rangle+|{-1},1\rangle}{\sqrt6}.
\end{equation}

Because $V$ commutes with $S_z$, it has no elements between different $M$, and each $M$ occurs once in the quintet. The projection is thus diagonal. A product state has $V=D(m_1^2+m_2^2)$, so the diagonal elements are weighted averages:
\begin{align}
\langle 2;2|V|2;2\rangle&=D(1+1)=2D,\\
\langle 2;1|V|2;1\rangle&=\tfrac12D+\tfrac12D=D,\\
\langle 2;0|V|2;0\rangle&=\tfrac16(2D)+\tfrac46(0)+\tfrac16(2D)=\tfrac23D .
\end{align}
Reversing all spins leaves $V$ unchanged, so $-M$ gives the same value as $M$.

Now try $D_{\rm eff}M^2+c$. The value at $M=0$ fixes $c=2D/3$. The value at $|M|=1$ then requires $D_{\rm eff}=D-2D/3=D/3$. At $|M|=2$ the line predicts $4D/3+2D/3=2D$, which agrees. Therefore
\begin{equation}
PVP=P\left(\frac D3S_z^2+\frac{2D}{3}\right)P,\qquad D_{\rm eff}=\frac D3 .
\label{eq:main}
\end{equation}
This is an operator identity on the quintet and does not contain $J$. What needs $|D|\ll J$ is its use as the Hamiltonian of the low levels.

The factor can be read from the first step down the ladder. In $|2;1\rangle$ one ion has gone from $m=1$ to $m=0$, with the change shared equally between the two. The energy changes by $-D$. The single-spin description writes the same change as $D_{\rm eff}(1-4)=-3D_{\rm eff}$. Equating the two gives $D_{\rm eff}=D/3$ again.

\subsection{The barrier}

For $D<0$ the states $M=\pm2$ are lowest and $M=0$ is the top of the projected ladder. Its height is
\begin{equation}
B_0=\tfrac23D-2D=-\tfrac43D=\tfrac43|D|=4|D_{\rm eff}| .
\end{equation}
Doubling the spin from 1 to 2 raises $M^2$ at the ends of the ladder from 1 to 4, but the anisotropy parameter falls by a factor of 3. The barrier grows by $4/3$ relative to one ion, not by 4.

\subsection{Finite exchange}

$H$ commutes with $S_z$ and with the interchange of the two ions. All quintet states are symmetric under interchange. At $M=2$ the symmetric space contains $|1,1\rangle$ alone. At $M=1$ it contains only $(|1,0\rangle+|0,1\rangle)/\sqrt2$. These states, and their partners at negative $M$, have nothing to mix with. They are eigenstates of $H$ for every $J$, with energies $-J+2D$ and $-J+D$.

At $M=0$ there are two symmetric states, $|2;0\rangle$ and the singlet. The singlet must vanish under $S_-$. Applying $S_-$ to $\alpha|1,-1\rangle+\beta|0,0\rangle+\gamma|{-1},1\rangle$ gives
\begin{equation}
\sqrt2(\alpha+\beta)|0,-1\rangle+\sqrt2(\beta+\gamma)|{-1},0\rangle=0 ,
\end{equation}
so $\alpha=\gamma=-\beta$ and
\begin{equation}
|0;0\rangle=\frac{|1,-1\rangle-|0,0\rangle+|{-1},1\rangle}{\sqrt3}.
\end{equation}
The required elements of $V$ are
\begin{align}
\langle0;0|V|0;0\rangle&=\tfrac13(2D+0+2D)=\tfrac43D,\\
\langle0;0|V|2;0\rangle&=\frac{2D+2D}{\sqrt3\sqrt6}=\frac{2\sqrt2}{3}D .
\end{align}
In the order $|2;0\rangle,|0;0\rangle$ the Hamiltonian is
\begin{equation}
\begin{pmatrix}
-J+\frac23D & \frac{2\sqrt2}{3}D\\[2pt]
\frac{2\sqrt2}{3}D & 2J+\frac43D
\end{pmatrix}.
\end{equation}
The diagonal elements have sum $J+2D$ and difference $3J+\frac23D$. The lower eigenvalue is
\begin{align}
E_0&=\tfrac12(J+2D)-\tfrac12\sqrt{\left(3J+\tfrac23D\right)^2+\tfrac{32}{9}D^2}\nonumber\\
&=\tfrac12J+D-\tfrac12\sqrt{9J^2+4JD+4D^2},
\end{align}
where $\frac49D^2+\frac{32}{9}D^2=4D^2$ was used. Subtracting the $M=\pm2$ energy $-J+2D$ gives the height of the $M=0$ level:
\begin{equation}
B=\tfrac32J-D-\tfrac12\sqrt{9J^2+4JD+4D^2}.
\label{eq:B}
\end{equation}
For large $J$, expand the root to second order in $D/J$:
\begin{equation}
\tfrac12\sqrt{9J^2+4JD+4D^2}=\tfrac32J+\tfrac13D+\frac{8D^2}{27J}+\dots
\end{equation}
For $D<0$ this yields
\begin{equation}
B=\tfrac43|D|-\frac{8D^2}{27J}+\dots
\end{equation}
The correction is the usual second-order repulsion: the squared coupling $8D^2/9$ divided by the gap $3J$.

Equation~(\ref{eq:B}) also shows where the level order of the single-spin model is lost. The $M=0$ level lies above $M=\pm1$ when $B>|D|$. With $D<0$ this means $3J>\sqrt{9J^2+4JD+4D^2}$, or $4D(J+D)<0$, which is $J>|D|$. For weaker exchange $M=0$ is no longer the top of the ladder. The spacing departs from the model well before this point: at $J=2|D|$ the upper gap is only 0.17 of the lower one, where $D_{\rm eff}S_z^2$ requires one third. As $J\to0$, $B\to0$: the lower $M=0$ state then has the ions pointing in opposite directions, which costs no anisotropy energy.

\subsection{Numbers}

For $D=-4$ K and $J=20$ K, the ratio $|D|/J$ is 0.20. The projected energies are $2D=-8$ K, $D=-4$ K and $2D/3=-2.67$ K for $|M|=2,1,0$. Hence
\begin{equation}
D_{\rm eff}=\frac{-4}{3}\ \text{K}=-1.33\ \text{K}\quad(-0.115\ \text{meV}),
\end{equation}
and $B_0=-2.67+8=5.33$ K (0.460 meV), against 4 K for one ion.

The second-order correction is $-8\cdot16/(27\cdot20)=-0.24$ K. Equation~(\ref{eq:B}) gives
\begin{equation}
B=30+4-\tfrac12\sqrt{3600-320+64}=5.09\ \text{K},
\end{equation}
which is 4.6\% below the projected barrier. With $D$ held fixed, the deficit is 20\% at $J=5$ K and 0.9\% at $J=100$ K.

The error is concentrated in one interval. The gap from $|M|=2$ to $|M|=1$ stays at 4 K, as $3|D_{\rm eff}|$ requires. The gap from $|M|=1$ to $M=0$ is $5.09-4=1.09$ K instead of $|D_{\rm eff}|=1.33$ K. A value of $D_{\rm eff}$ inferred from this upper gap would be about 19\% too small in magnitude.

\subsection{Comparison with real pairs}

The parameters are round values chosen for illustration and are not fitted to a particular compound. Chloride-bridged dinickel(II) molecules can form ferromagnetic spin-1 pairs of this kind. Real pairs also have magnetic dipole coupling, $C[\mathbf S_1\cdot\mathbf S_2-3S_{1n}S_{2n}]$, with $n$ along the line joining the ions. To project it, note that the quintet is unchanged as a whole by rotations, so Eq.~(\ref{eq:main}) holds for any axis:
\begin{equation}
P(S_{1n}^2+S_{2n}^2)P=P\left(\tfrac13S_n^2+\tfrac23\right)P .
\label{eq:axis}
\end{equation}
Using $2S_{1n}S_{2n}=S_n^2-S_{1n}^2-S_{2n}^2$, the product $S_{1n}S_{2n}$ projects to $\frac13S_n^2-\frac13$. The dipole term becomes $C(2-S_n^2)$. For $g=2.2$ and a distance of 0.34 nm, $C=0.077$ K. If the line lies along $z$, $D_{\rm eff}$ shifts by $-0.077$ K, which strengthens it by about 6\%. If the line is perpendicular to $z$, say along $x$, use $S_x^2+S_y^2=6-S_z^2$ on the quintet. Then $-CS_x^2=-3C+\frac12CS_z^2-\frac12C(S_x^2-S_y^2)$, so $D_{\rm eff}$ shifts by $+C/2=+0.038$ K, a weakening of about 3\%, and a rhombic term of the same size appears. Anisotropic exchange of other origin is not included and may matter as well.

Temperature sets a further limit. The four levels above the lowest five hold a population of about $10^{-9}$ at 2 K but 8\% at 20 K; this is what the output lists as population outside $S=2$. It does not count the 0.4\% of singlet mixed into the low $M=0$ level itself. A barrier near 5 K is also far too low for magnetic storage at room temperature. The pair illustrates how anisotropies add; it is not a usable memory element.

\section{Variation 1: a rhombic term}

\textit{Add $W=E\sum_i(S_{ix}^2-S_{iy}^2)$ with $E=0.4$ K. Find its projection and the splitting of the $M=\pm2$ pair for $D<0$.}

Subtracting Eq.~(\ref{eq:axis}) for $n=y$ from the same equation for $n=x$ gives $E_{\rm eff}=E/3=0.133$ K. Since $S_{ix}^2-S_{iy}^2=\frac12(S_{i+}^2+S_{i-}^2)$, and $S_\pm^2$ takes $|{\mp1}\rangle$ to $2|{\pm1}\rangle$,
\begin{equation}
W|1,1\rangle=W|{-1},-1\rangle=E\left(|1,-1\rangle+|{-1},1\rangle\right).
\end{equation}
The difference $(|1,1\rangle-|{-1},-1\rangle)/\sqrt2$ is therefore unaffected. The sum $|+\rangle=(|1,1\rangle+|{-1},-1\rangle)/\sqrt2$ couples to $|2;0\rangle$ with element
\begin{equation}
\sqrt2E\cdot\frac{2}{\sqrt6}=\frac{2E}{\sqrt3}=2\sqrt3\,E_{\rm eff}.
\end{equation}
Within the quintet, $|+\rangle$ lies at $4D_{\rm eff}$ relative to $|2;0\rangle$. The lower root of this two-level problem is $2D_{\rm eff}-\sqrt{4D_{\rm eff}^2+12E_{\rm eff}^2}$, and the unaffected state remains at $4D_{\rm eff}$. The splitting is
\begin{equation}
\Delta_P=\sqrt{4D_{\rm eff}^2+12E_{\rm eff}^2}-2|D_{\rm eff}|\simeq\frac{3E_{\rm eff}^2}{|D_{\rm eff}|}=\frac{E^2}{|D|},
\end{equation}
which equals 0.040 K.

Diagonalizing all nine states gives 0.056 K, about 40\% more, although the barrier changed by less than 5\%. The main reason is that $W$ also couples $|+\rangle$ to the singlet. To include this, use $|a\rangle=(|1,-1\rangle+|{-1},1\rangle)/\sqrt2$ and $|0,0\rangle$ as the $M=0$ basis. Then $W|+\rangle=2E|a\rangle$. In this basis $\mathbf S_1\cdot\mathbf S_2$ has diagonal elements $-1$ and $0$ and off-diagonal element $\sqrt2$. Measured from the $M=\pm2$ energy $-J+2D$, the Hamiltonian is
\begin{equation}
K=\begin{pmatrix}2J&-\sqrt2J\\-\sqrt2J&J-2D\end{pmatrix},\qquad \det K=-4JD=4J|D| .
\end{equation}
Second order in $E$ lowers $|+\rangle$ by $4E^2(K^{-1})_{aa}$, so
\begin{equation}
\Delta\simeq4E^2\,\frac{J+2|D|}{4J|D|}=\frac{E^2}{|D|}\left(1+\frac{2|D|}{J}\right).
\end{equation}
With $2|D|/J=0.4$ this is $0.040\times1.4=0.056$ K, as found. The splitting is thus much more sensitive to finite exchange than the barrier is.

Expressed as a frequency, it is 1.2 GHz. In zero field the two lowest eigenstates are equal mixtures of $M=2$ and $M=-2$, so neither stores a direction. Treated as a point moment of $4.4\,\mu_B$ along $z$, a neighbouring pair centred 0.8 nm away in the same direction shifts $M=2$ and $M=-2$ by 0.047 K in opposite directions. This is a rough estimate, because the ions within each pair are 0.34 nm apart. Summing over the separate ions of two parallel pairs gives 0.038 K if the line joining the ions of a pair is perpendicular to $z$, and 0.090 K if it lies along $z$. In each case the resulting difference between the two states, twice the shift, is larger than the splitting, so the isolated-pair result for tunnelling need not carry over to a crystal.

\section{Variation 2: tilted axes}

\textit{Let the two easy axes be tilted by $+\theta$ and $-\theta$ from $z$ in the $xz$ plane. Find the projected anisotropy.}

Each ion now contributes
\begin{equation}
D\left[\cos^2\theta\,S_{iz}^2+\sin^2\theta\,S_{ix}^2\pm\sin\theta\cos\theta\,(S_{ix}S_{iz}+S_{iz}S_{ix})\right],
\end{equation}
with the upper sign for ion 1. Quintet states are symmetric under interchange, so the last operator has the same projection for both ions, and the two signs cancel. Equation~(\ref{eq:axis}) leaves $\frac D3(\cos^2\theta\,S_z^2+\sin^2\theta\,S_x^2)$ plus a constant. On the quintet $S_x^2+S_y^2=6-S_z^2$, hence
\begin{equation}
S_x^2=3-\tfrac12S_z^2+\tfrac12(S_x^2-S_y^2),
\end{equation}
and
\begin{equation}
D_{\rm eff}=\frac D3\left(1-\tfrac32\sin^2\theta\right),\qquad E_{\rm eff}=\frac D6\sin^2\theta .
\end{equation}
At $\theta=0$ the earlier result returns. At $\theta=90^\circ$ both axes lie along $x$, and the two terms combine to $\frac D3S_x^2$ plus a constant, as they must.

For $\theta=10^\circ$, $D_{\rm eff}=-1.27$ K, which is 4.5\% smaller in magnitude than for parallel axes, and $E_{\rm eff}=-0.020$ K. The terms that cancelled in the projection are odd under interchange, so they now couple the quintet to the triplet. No normalized quintet state couples to the triplet by more than 1.37 K. With a gap of about $2J=40$ K, this limits the level shifts caused by the triplet to about $1.37^2/40=0.05$ K. The actual triplet shifts are smaller, at most 0.037 K, because the state with the largest coupling is a mixture of different levels. The coupling to the singlet found for parallel axes is still present and is the larger effect: it lowers the top level of the quintet by about 0.22 K, so that this level lies 0.26 K below its projected value in total, while the other four move by less than 0.02 K. The projected parameters and the triplet bound, together with the values of the main example, are listed in the numerical output that follows.

\section*{Computed values}
\begin{verbatim}
Single-ion D = -4.0 K, exchange J = 20.0 K
Ratio |D|/J = 0.20
Exchange energy of S = 2: -20.0 K
Exchange energy of S = 1: 20.0 K
Exchange energy of S = 0: 40.0 K
Projected anisotropy energy, |M| = 2: -8.0000 K
Projected anisotropy energy, |M| = 1: -4.0000 K
Projected anisotropy energy, |M| = 0: -2.6667 K
D_eff = -1.3333 K = -0.1149 meV
D_eff / D = 0.333333
Projected constant term 2D/3 = -2.6667 K
Single-ion barrier |D| = 4.0000 K
Projected barrier = 5.3333 K = 0.4596 meV
Exact gap M=2 to M=1 at J = 20 K: 4.0000 K
Mixing element of S=2 and S=0, M=0: 3.7712 K
Second-order shift of M=0: -0.2370 K
Exact M=0 height above M=2, J = 5 K: 4.2716 K (-19.91 % from projected)
Exact M=0 height above M=2, J = 20 K: 5.0863 K (-4.63 % from projected)
Exact M=0 height above M=2, J = 100 K: 5.2855 K (-0.90 % from projected)
Rhombic single-ion E = 0.40 K, E_eff = 0.1333 K
Tunnel splitting, projected: 0.0397 K
Tunnel splitting, all nine states: 0.0555 K
Same splitting as frequency: 1.156 GHz
Axis tilt = 10 degrees each way
D_eff with tilt = -1.2730 K (-4.52 %)
E_eff from tilt = -0.0201 K
Tilt: largest S=2 to S=1 mixing = 1.3681 K
Tilt: size of resulting level shift = 0.0468 K
g = 2.2, Ni-Ni distance = 0.34 nm
Dipole constant C = 0.0767 K
Dipole shift of D_eff, ion-ion line along z: -0.0767 K
Dipole shift of D_eff, ion-ion line along x: 0.0384 K
Moment in M=2 state = 4.4 Bohr magnetons
Dipole energy with neighbour at 0.8 nm: 0.0471 K
Population outside S=2 at 2 K: 1.115e-09
Population outside S=2 at 20 K: 8.311e-02
\end{verbatim}
